**Orbital-rotation invariance of CCD and CCSD, tested on LiH**

The program tests that truncated coupled-cluster energies are unchanged by separate unitary rotations $U$ of the occupied and $V$ of the virtual orbitals, with the amplitudes $t$ transforming as tensors. It evaluates $e^{-T}He^{T}$, where $H$ is the Hamiltonian and $T$ the cluster operator, in the space of all 495 determinants, and compares the result with separately coded CCD tensor equations, whose Fock terms are those derived in the text. It asserts the transformation law of the residuals for random amplitudes, and that of the solved CCD and CCSD amplitudes and energies under a random complex rotation. Further assertions cover the invariance of linearized CCD, the invariance of spin-orbital CEPA(2) under virtual rotations alone, and the changes of CEPA(2) and pair CCD under a 45° occupied rotation. The output shows a CCD correlation energy of −0.020011 hartree at every angle when the full Fock matrix $f$ is kept, but −0.006586 hartree at 45° when only its diagonal is kept. For a reference that is not a Hartree–Fock solution, removing the whole occupied–virtual block of $f$ leaves the CCSD energy invariant but shifts its value by 0.000619 hartree.

## Program and output

```python
"""Invariance of truncated coupled-cluster (CC) energies.

Result under test: for separate unitary rotations U (occupied) and V (virtual),
  t'[a,b,i,j] = sum conj(V[c,a]) conj(V[d,b]) t[c,d,k,l] U[k,i] U[l,j]
solves the CC equations in the new orbitals with the same energy, provided the
off-diagonal Fock elements within the occupied and virtual blocks are kept.

Symbols: h = one-electron integrals; g[p,q,r,s] = <pq||rs>; f = Fock matrix;
t1[a,i], t2[a,b,i,j] = amplitudes; i,j,k,l occupied; a,b,c,d virtual.
One engine evaluates exp(-T) H exp(T) in the space of all determinants;
the other uses the derived CCD tensor equations. Energies are in hartree.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import block_diag
from scipy.sparse import csr_matrix
from pyscf import gto, scf, ao2mo

NSO, NOCC = 12, 4
NVIR = NSO - NOCC
o, v = slice(0, NOCC), slice(NOCC, NSO)
rng = np.random.default_rng(7)


def contract(spec, *arrays):
    return np.einsum(spec, *arrays, optimize=len(arrays) > 2)


# ---------- molecule and spin-orbital integrals ----------
bond = 1.60
mol = gto.M(atom=f"Li 0 0 0; H 0 0 {bond}", basis="sto-3g",
            unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-13
mf.conv_tol_grad = 1e-9
mf.kernel()
assert mf.converged
C = mf.mo_coeff.copy()
largest = np.argmax(abs(C), axis=0)
C *= np.sign(C[largest, np.arange(C.shape[1])])
assert C.shape[1] * 2 == NSO and mol.nelectron == NOCC
eps = mf.mo_energy
e_nuc = mol.energy_nuc()
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), C.shape[1])
spin = np.eye(2)
h0 = np.kron(C.T @ mf.get_hcore() @ C, spin).astype(complex)
coulomb = contract("pqrs,ab,cd->paqbrcsd", eri, spin, spin)
coulomb = coulomb.reshape((NSO,) * 4).transpose(0, 2, 1, 3)
g0 = (coulomb - coulomb.transpose(0, 1, 3, 2)).astype(complex)


def rotate_integrals(h, g, W):
    return (W.conj().T @ h @ W,
            contract("pi,qj,pqrs,rk,sl->ijkl", W.conj(), W.conj(), g, W, W))


def rotate_t1(t1, U, V):
    return V.conj().T @ t1 @ U


def rotate_t2(t2, U, V):
    return contract("ca,db,cdkl,ki,lj->abij", V.conj(), V.conj(), t2, U, U)


def fock(h, g):
    return h + contract("piqi->pq", g[:, o, :, o])


def reference_energy(h, g):
    value = np.trace(h[o, o]) + 0.5 * contract("ijij->", g[o, o, o, o])
    return value.real + e_nuc


def random_unitary(n):
    z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return np.linalg.qr(z)[0]


def plane_rotation(p, q, angle):
    """Rotate two spatial orbitals, equally for both spins."""
    R = np.eye(NSO // 2)
    R[p, p] = R[q, q] = np.cos(angle)
    R[q, p], R[p, q] = np.sin(angle), -np.sin(angle)
    return np.kron(R, spin)


# ---------- second-quantized operators in determinant space ----------
dets = [sum(1 << p for p in occ) for occ in combinations(range(NSO), NOCC)]
position = {det: n for n, det in enumerate(dets)}
REF = position[(1 << NOCC) - 1]


def flip(det, p):
    """Apply an allowed ladder operator and return its fermion sign."""
    below = bin(det & ((1 << p) - 1)).count("1")
    return det ^ (1 << p), 1 - 2 * (below & 1)


one_list, two_list = [], []
for col, det in enumerate(dets):
    filled = [p for p in range(NSO) if det >> p & 1]
    for q in filled:
        d1, s1 = flip(det, q)
        for p in range(NSO):
            if not d1 >> p & 1:
                d2, s2 = flip(d1, p)
                one_list.append((position[d2], col, s1 * s2, p, q))
    for r, s in combinations(filled, 2):
        d1, s1 = flip(det, r)
        d2, s2 = flip(d1, s)
        empty = [p for p in range(NSO) if not d2 >> p & 1]
        for p, q in combinations(empty, 2):
            d3, s3 = flip(d2, q)
            d4, s4 = flip(d3, p)
            two_list.append((position[d4], col, s1 * s2 * s3 * s4, p, q, r, s))
one = np.array(one_list).T
two = np.array(two_list).T


def operator_matrix(w1, w2):
    """Sum w1[p,q] p+ q  +  sum over p<q, r<s of w2[p,q,r,s] p+ q+ s r."""
    values = np.concatenate([one[2] * w1[one[3], one[4]],
                             two[2] * w2[two[3], two[4], two[5], two[6]]])
    rows = np.concatenate([one[0], two[0]])
    cols = np.concatenate([one[1], two[1]])
    return csr_matrix((values, (rows, cols)), shape=(len(dets),) * 2)


S = one[:, (one[1] == REF) & (one[3] >= NOCC) & (one[4] < NOCC)]
D = two[:, (two[1] == REF) & (two[3] >= NOCC) & (two[4] >= NOCC)
        & (two[5] < NOCC) & (two[6] < NOCC)]
sa, si = S[3] - NOCC, S[4]
da, db, di, dj = D[3] - NOCC, D[4] - NOCC, D[5], D[6]
NS, ND = len(sa), len(da)


def unpack(x):
    t = np.zeros((NVIR, NVIR, NOCC, NOCC), complex)
    t[da, db, di, dj] = x
    t[db, da, di, dj] = -x
    t[da, db, dj, di] = -x
    t[db, da, dj, di] = x
    return t


def exponential_action(T, vector):
    """T to the fifth power vanishes for four electrons."""
    total, term = vector.copy(), vector.copy()
    for n in range(1, NOCC + 1):
        term = T @ term / n
        total += term
    return total


def project(H, t1, t2):
    """Energy and residuals directly from exp(-T) H exp(T)."""
    w1 = np.zeros((NSO,) * 2, complex)
    w2 = np.zeros((NSO,) * 4, complex)
    w1[v, o], w2[v, v, o, o] = t1, t2
    T = operator_matrix(w1, w2)
    ket = np.zeros(len(dets), complex)
    ket[REF] = 1
    result = exponential_action(-T, H @ exponential_action(T, ket))
    r1 = np.zeros((NVIR, NOCC), complex)
    r1[sa, si] = S[2] * result[S[0]]
    return result[REF], r1, unpack(D[2] * result[D[0]])


def solve_definition(h, g, singles):
    H = operator_matrix(h, g).toarray()
    rows = np.concatenate([S[0], D[0]]) if singles else D[0]
    sign = np.concatenate([S[2], D[2]]) if singles else D[2]
    A = sign[:, None] * H[np.ix_(rows, rows)] * sign
    A = A - H[REF, REF] * np.eye(len(rows))
    t1 = np.zeros((NVIR, NOCC), complex)
    t2 = np.zeros((NVIR, NVIR, NOCC, NOCC), complex)
    for _ in range(150):
        energy, r1, r2 = project(H, t1, t2)
        packed = r2[da, db, di, dj]
        if singles:
            packed = np.concatenate([r1[sa, si], packed])
        if np.linalg.norm(packed) < 1e-11:
            assert abs(energy.imag) < 1e-9
            return energy.real + e_nuc, t1, t2
        step = np.linalg.solve(A, packed)
        if singles:
            t1[sa, si] -= step[:NS]
            step = step[NS:]
        t2 -= unpack(step)
    raise RuntimeError("determinant-space CC did not converge")


# ---------- derived CCD tensor equations and pair models ----------
def anti_ab(x):
    return x - x.transpose(1, 0, 2, 3)


def anti_ij(x):
    return x - x.transpose(0, 1, 3, 2)


def tensor_residual(f, g, t, quadratic=True):
    r = g[v, v, o, o] + anti_ab(contract("bc,acij->abij", f[v, v], t))
    r = r - anti_ij(contract("kj,abik->abij", f[o, o], t))
    r = r + 0.5 * contract("abcd,cdij->abij", g[v, v, v, v], t)
    r = r + 0.5 * contract("klij,abkl->abij", g[o, o, o, o], t)
    r = r + anti_ab(anti_ij(contract("kbcj,acik->abij", g[o, v, v, o], t)))
    if quadratic:
        w = g[o, o, v, v]
        x = contract("klcd,cdij->klij", w, t)
        r = r + 0.25 * contract("klij,abkl->abij", x, t)
        x = contract("klcd,bdjl->kcbj", w, t)
        r = r + anti_ij(contract("acik,kcbj->abij", t, x))
        x = contract("klcd,bdkl->bc", w, t)
        r = r - 0.5 * anti_ab(contract("acij,bc->abij", t, x))
        x = contract("klcd,cdjl->kj", w, t)
        r = r - 0.5 * anti_ij(contract("abik,kj->abij", t, x))
    return r


def pair_energies(g, t):
    return 0.5 * contract("ijab,abij->ij", g[o, o, v, v], t)


def solve_pairs(f, g, model="CCD", keep=None):
    """Solve CCD, linearized CCD, or spin-orbital CEPA(2)."""
    keep = np.arange(ND) if keep is None else np.flatnonzero(keep)

    def expand(x):
        full = np.zeros(ND, complex)
        full[keep] = x
        return unpack(full)

    def pack(t):
        return t[da, db, di, dj][keep]

    source = pack(g[v, v, o, o])
    J = np.array([pack(tensor_residual(f, g, expand(unit), False)) - source
                  for unit in np.eye(len(keep))]).T
    J_inverse = np.linalg.inv(J)
    x = np.zeros(len(keep), complex)
    for _ in range(200):
        t = expand(x)
        r = tensor_residual(f, g, t, model == "CCD")
        if model == "CEPA2":
            r = r - pair_energies(g, t)[None, None] * t
        r = pack(r)
        if np.linalg.norm(r) < 1e-11:
            energy = 0.5 * pair_energies(g, t).sum()
            assert abs(energy.imag) < 1e-9
            return energy.real, t
        x = x - J_inverse @ r
    raise RuntimeError("pair equations did not converge")


# ---------- canonical reference and general complex rotation ----------
f0 = fock(h0, g0)
e_hf = reference_energy(h0, g0)
assert abs(e_hf - mf.e_tot) < 1e-9
assert np.max(abs(f0 - np.diag(np.repeat(eps, 2)))) < 1e-6
U, V = random_unitary(NOCC), random_unitary(NVIR)
W = block_diag(U, V)
h1, g1 = rotate_integrals(h0, g0, W)
f1 = fock(h1, g1)

e_def0, _, t_def0 = solve_definition(h0, g0, False)
e_def1, _, t_def1 = solve_definition(h1, g1, False)
assert abs(e_def0 - e_def1) < 1e-9
assert np.max(abs(t_def1 - rotate_t2(t_def0, U, V))) < 1e-8
e_ccd, t_ccd = solve_pairs(f0, g0)
assert abs(e_hf + e_ccd - e_def0) < 1e-9
assert np.max(abs(t_ccd - t_def0)) < 1e-8

# A non-Hartree-Fock reference makes the occupied-virtual Fock block nonzero.
mix_angle = 0.10
hn, gn = rotate_integrals(h0, g0, plane_rotation(1, 2, mix_angle))
hr, gr = rotate_integrals(hn, gn, W)
fn, fr = fock(hn, gn), fock(hr, gr)
Hn, Hr = operator_matrix(hn, gn), operator_matrix(hr, gr)

# Random amplitudes test the residual tensor law away from any solution.
t1_test = 0.1 * (rng.normal(size=(NVIR, NOCC))
                 + 1j * rng.normal(size=(NVIR, NOCC)))
t2_test = unpack(0.1 * (rng.normal(size=ND) + 1j * rng.normal(size=ND)))
en, r1n, r2n = project(Hn, t1_test, t2_test)
er, r1r, r2r = project(Hr, rotate_t1(t1_test, U, V),
                       rotate_t2(t2_test, U, V))
assert abs(en - er) < 1e-8
assert np.max(abs(r1r - rotate_t1(r1n, U, V))) < 1e-8
assert np.max(abs(r2r - rotate_t2(r2n, U, V))) < 1e-8

# Derived CCD equations versus the definition, also without Brillouin's theorem.
e_test, _, r_test = project(Hr, np.zeros_like(t1_test), t2_test)
assert np.max(abs(r_test - tensor_residual(fr, gr, t2_test))) < 1e-8
e_formula = reference_energy(hr, gr) + 0.5 * pair_energies(gr, t2_test).sum()
assert abs(e_test + e_nuc - e_formula) < 1e-8

# CCSD invariance and the separate role of the occupied-virtual Fock block.
e_ccsd_hf = solve_definition(h0, g0, True)[0]
e_ccsd_n, t1n, t2n = solve_definition(hn, gn, True)
e_ccsd_r, t1r, t2r = solve_definition(hr, gr, True)
assert abs(e_ccsd_n - e_ccsd_r) < 1e-9
assert np.max(abs(t1r - rotate_t1(t1n, U, V))) < 1e-8
assert np.max(abs(t2r - rotate_t2(t2n, U, V))) < 1e-8


def remove_ov_fock(h, g):
    changed, f = h.copy(), fock(h, g)
    changed[o, v] -= f[o, v]
    changed[v, o] -= f[v, o]
    return changed


e_no_ov_n = solve_definition(remove_ov_fock(hn, gn), gn, True)[0]
e_no_ov_r = solve_definition(remove_ov_fock(hr, gr), gr, True)[0]
assert abs(e_no_ov_n - e_no_ov_r) < 1e-9
assert abs(e_no_ov_n - e_ccsd_n) > 1e-5
e_ccd_n = reference_energy(hn, gn) + solve_pairs(fn, gn)[0]
assert abs(e_ccd_n - e_def0) > 1e-5

# ---------- occupied-orbital rotation in the worked example ----------
paired = (da // 2 == db // 2) & (di // 2 == dj // 2)
angles = [0, 15, 30, 45, 90]
table = {}
for degrees in angles:
    R = plane_rotation(0, 1, np.deg2rad(degrees))
    h, g = rotate_integrals(h0, g0, R)
    f = fock(h, g)
    full, t_full = solve_pairs(f, g)
    dropped = solve_pairs(np.diag(np.diag(f)), g)[0]
    linear = solve_pairs(f, g, "LCCD")[0]
    cepa2 = solve_pairs(f, g, "CEPA2")[0]
    pccd = solve_pairs(f, g, keep=paired)[0]
    table[degrees] = np.array([full, dropped, linear, cepa2, pccd])
    expected = 0.5 * np.sin(2 * np.deg2rad(degrees)) * (eps[1] - eps[0])
    assert abs(f[0, 2] - expected) < 1e-7
    assert np.max(abs(t_full - rotate_t2(t_ccd, R[o, o], R[v, v]))) < 1e-8
    if degrees == 45:
        f45, g45, t45 = f, g, t_full
for degrees in angles:
    assert abs(table[degrees][0] - table[0][0]) < 1e-9
    assert abs(table[degrees][2] - table[0][2]) < 1e-9
assert np.all(abs(table[45][[1, 3, 4]] - table[0][[1, 3, 4]]) > 1e-6)
assert np.max(abs(table[90] - table[0])) < 1e-7

# Linearized CCD also survives the general complex rotation.
assert abs(solve_pairs(f1, g1, "LCCD")[0] - table[0][2]) < 1e-9
# CEPA(2) survives a rotation of virtual orbitals alone.
hv, gv = rotate_integrals(h0, g0, block_diag(np.eye(NOCC), V))
assert abs(solve_pairs(fock(hv, gv), gv, "CEPA2")[0] - table[0][3]) < 1e-9
# Rotating a degenerate virtual pair leaves the Fock matrix diagonal.
assert abs(eps[3] - eps[4]) < 1e-7
hp, gp = rotate_integrals(h0, g0, plane_rotation(3, 4, np.pi / 6))
fp = np.diag(np.diag(fock(hp, gp)))
assert abs(solve_pairs(fp, gp)[0] - e_ccd) < 1e-7

# Opposite-spin excitation of two electrons to the highest spatial virtual.
block0 = t_ccd[NVIR - 2, NVIR - 1, 0::2, 1::2].real
block45 = t45[NVIR - 2, NVIR - 1, 0::2, 1::2].real
assert abs(block0[0, 1] - block0[1, 0]) < 1e-8


def spatial_pair_energies(g, t):
    e = pair_energies(g, t).real
    return np.array([e[0, 1], e[2, 3], e[:2, 2:].sum()])


pairs0 = spatial_pair_energies(g0, t_ccd)
pairs45 = spatial_pair_energies(g45, t45)
assert abs(pairs0.sum() - pairs45.sum()) < 1e-9
assert np.max(abs(pairs0 - pairs45)) > 1e-5
e_fci = np.linalg.eigvalsh(operator_matrix(h0, g0).toarray())[0] + e_nuc
to_kjmol = (constants.physical_constants["Hartree energy"][0]
            * constants.N_A / 1000)
drop_error = table[45][1] - table[45][0]

# ---------- numerical output ----------
print(f"LiH, STO-3G, bond length: {bond:.2f} angstrom")
print(f"Spin orbitals: {NSO}; occupied: {NOCC}; virtual: {NVIR}")
print(f"Determinants: {len(dets)}; singles: {NS}; doubles: {ND}")
labels = mol.ao_labels()
for p in range(2):
    print(f"Orbital {p+1}, positive largest AO: {labels[largest[p]].strip()}")
print("Orbital energies (hartree):")
print(" ".join(f"{energy:.6f}" for energy in eps))
print(f"Hartree-Fock total energy: {e_hf:.9f} hartree")
print(f"CCD total energy, canonical: {e_def0:.9f} hartree")
print(f"CCD total energy, random U,V: {e_def1:.9f} hartree")
print(f"CCSD total energy, HF reference: {e_ccsd_hf:.9f} hartree")
print(f"Full CI total energy, same basis: {e_fci:.9f} hartree")
print("Correlation energies (hartree), occupied rotation:")
print("degrees  CCD full f    CCD diagonal f")
for degrees in angles:
    print(f"{degrees:3d}  {table[degrees][0]:.9f}  {table[degrees][1]:.9f}")
print("degrees  linear CCD    CEPA(2)       pair CCD")
for degrees in angles:
    print(f"{degrees:3d}  " + "  ".join(f"{x:.9f}" for x in table[degrees][2:]))
print(f"Diagonal-f error at 45 degrees: {drop_error:.9f} hartree")
print(f"Same error: {drop_error * to_kjmol:.4f} kJ/mol")
print("Fock elements at 45 degrees, f11 f22 f12 (hartree):")
print(f"{f45[0,0].real:.6f} {f45[2,2].real:.6f} {f45[0,2].real:.6f}")
print("Amplitudes to highest virtual, t11 t22 t12 (no unit):")
for name, block in [("canonical", block0), ("45 degrees", block45)]:
    print(f"{name}: {block[0,0]:.8f} {block[1,1]:.8f} {block[0,1]:.8f}")
print("CCD pair energies, e11 e22 e12-total (hartree):")
for name, pairs in [("canonical", pairs0), ("45 degrees", pairs45)]:
    print(f"{name}: " + " ".join(f"{x:.9f}" for x in pairs))
print(f"Occupied-virtual mixing of orbitals 2,3: {mix_angle:.2f} rad")
print(f"Resulting Fock element f23: {fn[2,4].real:.8f} hartree")
print(f"Mixed-reference energy: {reference_energy(hn, gn):.9f} hartree")
print(f"Mixed-reference CCD total: {e_ccd_n:.9f} hartree")
print(f"Mixed-reference CCSD total: {e_ccsd_n:.9f} hartree")
print(f"Same CCSD after random U,V: {e_ccsd_r:.9f} hartree")
print(f"CCSD without ov Fock block: {e_no_ov_n:.9f} hartree")
print(f"Without ov block, random U,V: {e_no_ov_r:.9f} hartree")
print("all tests passed")
```

It prints:

```
LiH, STO-3G, bond length: 1.60 angstrom
Spin orbitals: 12; occupied: 4; virtual: 8
Determinants: 495; singles: 32; doubles: 168
Orbital 1, positive largest AO: 0 Li 1s
Orbital 2, positive largest AO: 1 H 1s
Orbital energies (hartree):
-2.348762 -0.285271 0.078217 0.163941 0.163941 0.547708
Hartree-Fock total energy: -7.861864770 hartree
CCD total energy, canonical: -7.881875274 hartree
CCD total energy, random U,V: -7.881875274 hartree
CCSD total energy, HF reference: -7.882313820 hartree
Full CI total energy, same basis: -7.882324379 hartree
Correlation energies (hartree), occupied rotation:
degrees  CCD full f    CCD diagonal f
  0  -0.020010504  -0.020010504
 15  -0.020010504  -0.014298951
 30  -0.020010504  -0.008216556
 45  -0.020010504  -0.006585641
 90  -0.020010504  -0.020010504
degrees  linear CCD    CEPA(2)       pair CCD
  0  -0.020447449  -0.020013670  -0.016036415
 15  -0.020447449  -0.020113997  -0.010963085
 30  -0.020447449  -0.020273038  -0.004757903
 45  -0.020447449  -0.020333229  -0.002956969
 90  -0.020447449  -0.020013670  -0.016036415
Diagonal-f error at 45 degrees: 0.013424863 hartree
Same error: 35.2470 kJ/mol
Fock elements at 45 degrees, f11 f22 f12 (hartree):
-1.317016 -1.317016 1.031746
Amplitudes to highest virtual, t11 t22 t12 (no unit):
canonical: -0.00105015 -0.11769637 -0.00021942
45 degrees: -0.05959268 -0.05915384 -0.05832311
CCD pair energies, e11 e22 e12-total (hartree):
canonical: -0.000131658 -0.019786144 -0.000092701
45 degrees: -0.005934411 -0.005428362 -0.008647732
Occupied-virtual mixing of orbitals 2,3: 0.10 rad
Resulting Fock element f23: 0.01976429 hartree
Mixed-reference energy: -7.858040931 hartree
Mixed-reference CCD total: -7.880853922 hartree
Mixed-reference CCSD total: -7.882312716 hartree
Same CCSD after random U,V: -7.882312716 hartree
CCSD without ov Fock block: -7.881694038 hartree
Without ov block, random U,V: -7.881694038 hartree
all tests passed
```
